Zener tunnelling exponent from the complex band of two coupled bands

**Problem**

A semiconductor has a direct gap Eg between a conduction band and a valence band. Motion along x is described by the two-band Hamiltonian

H(k) = (Eg/2) σz + ħv k σx,

where σx and σz are Pauli matrices acting on the two band-edge states, k is the wave number along x, and v is a real velocity set by the coupling between the bands. A uniform electric field of magnitude F exerts a force eF on the electron towards +x, with e > 0. The wave number transverse to x is zero.

(a) To leading exponential order in a weak field, the probability that a valence electron emerges in the conduction band is T ≈ exp(−S). Find S in terms of Eg, F and the effective mass m of the conduction-band edge.

(b) How does S change with the gap if m is held fixed, and if v is held fixed?

(c) Evaluate S and T for Eg = 0.35 eV, m = 0.023 m₀ and F = 0.2 MV/cm, where m₀ is the free-electron mass. Gap and mass are rough room-temperature values for InAs, and the field is a strong one for this material, to be expected only in a thin junction. In a thick InAs layer, impact ionization would be expected to multiply the current strongly before this field is reached.

**A tempting solution**

The electron needs an energy Eg to reach the conduction band, and the field supplies eF per unit length. The barrier is therefore a triangle of height Eg and width w = Eg/(eF). Let y be the distance still to go before the conduction edge is reached. The electron then lies eFy below that edge, and a particle of mass m at this depth has the imaginary wave number

κ₁ = √(2m eF y)/ħ.

The amplitude decays as exp(−∫κ₁ dy), and the probability as its square:

S₁ = 2 ∫₀ʷ κ₁ dy = (2√(2m eF)/ħ) · (2/3) w^(3/2).

Inserting w = Eg/(eF) leaves one power of eF in the denominator:

S₁ = 4√(2m) Eg^(3/2) / (3ħ eF).

For the numbers in (c) this gives S₁ = 10.73 and T ≈ 2.2×10⁻⁵.

**Where it fails**

The integration is correct, and so is the dependence on m, Eg and F. Dimensional analysis cannot expose the fault. With ħ, m, Eg and eF as the only quantities, the combination √m Eg^(3/2)/(ħeF) is dimensionless, and a semiclassical exponent ∫κ dx is inversely proportional to F because dx = dε/(eF). The mistake can sit in the number in front.

It lies in κ₁. The parabola describes the conduction band near its own edge, but it has been used down to the valence edge. There it gives its largest value, √(2mEg)/ħ. Yet the valence edge is the top of a band of propagating states, whose wave number goes to zero at that edge. The imaginary wave number must start from zero there too. The triangular barrier treats the valence band as a mere source of electrons, while the Hamiltonian makes it one end of the same complex band.

**Solution of (a)**

*The real bands and the mass.* The matrices σz and σx anticommute, and each squares to one, so the cross terms in H² cancel:

H² = (Eg/2)² + (ħvk)².

With ε measured from midgap, the eigenvalues obey

ε² = (Eg/2)² + (ħvk)².

Near the conduction edge the positive root expands as

ε ≈ Eg/2 + (ħvk)²/(2·Eg/2) = Eg/2 + ħ²v²k²/Eg.

Comparing the last term with ħ²k²/(2m) gives

m = Eg/(2v²), or v = √(Eg/(2m)).

The spectrum is symmetric under ε → −ε, so the hole mass at the valence edge is also m. This m is the mass of one edge, not the reduced mass of the pair.

*The complex band.* For |ε| < Eg/2 the dispersion relation requires k² < 0. Setting k = ±iκ gives

κ(ε) = √((Eg/2)² − ε²)/(ħv).

This is half an ellipse. It vanishes at both band edges and reaches its maximum at midgap,

κ₀ = Eg/(2ħv).

*Why the integral of κ is the exponent.* Let the total energy be zero and the potential energy be −eFx, so that the local energy is ε(x) = eFx. Replace k by −i d/dx, write the wave function as (a, b), and abbreviate Δ = Eg/2. The two rows of Hψ = εψ are

−iħv b′ = (ε − Δ) a,

−iħv a′ = (ε + Δ) b.

The second row gives a′ = i(Δ + ε)b/(ħv), and the first gives b′ = −i(Δ − ε)a/(ħv). Differentiate a′, remembering that ε′ = eF:

a″ = i(Δ + ε)b′/(ħv) + i eF b/(ħv).

Insert b′ in the first term, and b = ħv a′/[i(Δ + ε)] in the second:

a″ = κ² a + [eF/(Δ + ε)] a′.

Now try a = exp[∫(−κ + g)dx], where g is smaller than κ by one order in F. The terms of order κ² cancel. The next order gives

−κ′ − 2κg = −κ eF/(Δ + ε),

g = eF/[2(Δ + ε)] − κ′/(2κ).

Since ε′ = eF, both parts of g integrate to logarithms:

a ∝ √((Δ + ε)/κ) · exp(−∫κ dx).

The correction g thus changes a prefactor, while the exponential decay comes from κ. This form breaks down close to the band edges, where κ → 0. Near the conduction edge the equation for a reduces to that of a particle of mass m in a linear potential; near the valence edge the same holds for b. Matching through these edge regions affects the prefactor, not the leading exponent as F → 0.

*The integral.* The turning points are ε = ±Eg/2, that is x = ±Eg/(2eF). They are separated by the same width w = Eg/(eF) as before. Squaring the amplitude gives a factor 2, and dx = dε/(eF):

S = 2∫κ dx = [2/(eF ħv)] ∫ √((Eg/2)² − ε²) dε, from −Eg/2 to Eg/2.

The integral is the area of a half-disc of radius Eg/2, which is (π/2)(Eg/2)² = πEg²/8. Therefore

S = π Eg²/(4ħv eF).

Insert 1/v = √(2m/Eg). One half-power of the gap cancels:

**S = π√(2m) Eg^(3/2) / (4ħ eF).**

In terms of the reduced mass mᵣ = m/2, for which √(2m) = 2√mᵣ, the same result reads

S = π√mᵣ Eg^(3/2)/(2ħ eF).

Putting the reduced mass into the formula written for m would make the exponent too small by a factor √2.

**How much the wrong band costs**

Let u = 2ε/Eg run from −1 at the valence edge to +1 at the conduction edge. The two-band result is

κ = κ₀√(1 − u²).

The parabola of the tempting solution lies Eg(1 − u)/2 below the conduction edge, so κ₁² = mEg(1 − u)/ħ². Since m = Eg/(2v²), the factor mEg/ħ² equals Eg²/(2ħ²v²) = 2κ₀². Hence

κ₁ = κ₀√(2(1 − u)).

The squared ratio is

(κ₁/κ)² = 2/(1 + u).

It tends to 1 at the conduction edge, where both descriptions have the same mass. It is 2 at midgap and diverges at the valence edge. The error thus grows as the state acquires valence character.

For the exponents, the integral of √(1 − u²) over the gap is π/2, and that of √(2(1 − u)) is 8/3. The ratio is

S₁/S = (8/3)/(π/2) = 16/(3π) ≈ 1.70.

A better guess uses a parabola from each edge and joins them at midgap:

κ₂ = κ₀√(2(1 − |u|)).

This vanishes at both edges, as it should, but

2(1 − |u|) − (1 − u²) = (1 − |u|)² ≥ 0,

so it still exceeds the two-band κ everywhere between the edges. Its integral is 4√2/3 in the same units, which gives

S₂/S = 8√2/(3π) ≈ 1.20.

All three choices give Eg^(3/2)/F at fixed m. The shape of the complex band fixes the coefficient.

**Solution of (b)**

At fixed edge mass and field, S grows as Eg^(3/2). At fixed v and field, the form S = πEg²/(4ħv eF) shows that it grows as Eg². The two statements agree because m = Eg/(2v²): when the gap opens at constant interband coupling, the mass rises with it and supplies the missing half-power.

The distinction matters whenever a gap is changed. Comparing different materials at the same mass calls for the power 3/2. If temperature or strain alters the gap of one material and leaves the coupling nearly unchanged, the power 2 is the better guide within this model.

The limit Eg → 0 at fixed v gives S → 0 and T → 1. This can be confirmed without semiclassics. At zero gap the Hamiltonian contains σx alone, so an eigenstate of σx remains one for any potential U(x). Its direction of motion is fixed by the eigenvalue, and it cannot be reflected.

**Solution of (c)**

A field of 0.2 MV/cm corresponds to eF = 0.0200 eV/nm. With ħ²/(2m₀) = 0.03810 eV nm², the relation v² = Eg/(2m) gives

ħv = √(0.35 × 0.03810/0.023) eV nm = 0.761 eV nm,

or v = 1.16×10⁶ m/s. The barrier width and the peak imaginary wave number are

w = 0.35/0.0200 nm = 17.5 nm,

κ₀ = 0.175/0.761 nm⁻¹ = 0.230 nm⁻¹.

The exponent is

S = π × 0.35²/(4 × 0.761 × 0.0200) = 6.32,

and the leading estimate of the probability is

**T ≈ exp(−6.32) = 1.8×10⁻³.**

As a check on the size, a half-ellipse has the mean height πκ₀/4 = 0.18 nm⁻¹. Twice this mean times 17.5 nm returns 6.3. The tempting solution gave 2.2×10⁻⁵, about 80 times too small, because an error of 70 per cent in S is exponentiated.

**A test by mode matching**

The semiclassical argument leaves the prefactor open. It can be examined by integrating the two first-order equations for a and b through the tilted region and matching the solution to propagating modes in flat leads. On the conduction side there is one outgoing wave; on the valence side there are an incoming and a reflected wave. The transmission is the ratio of outgoing to incoming current, with the current proportional to ψ†σxψ. No integral of κ enters.

With the leads placed at local energies 6Eg below and above midgap, the results are:

F = 0.1 MV/cm: exp(−S) = 3.254×10⁻⁶, T = 3.254×10⁻⁶

F = 0.2 MV/cm: exp(−S) = 1.804×10⁻³, T = 1.804×10⁻³

F = 0.4 MV/cm: exp(−S) = 4.247×10⁻², T = 4.245×10⁻²

The largest relative difference is about 0.05 per cent, at the highest field. For these cases the prefactor is therefore 1 to that accuracy, which the leading-order derivation did not promise. The small remainder comes from reflection where the field begins and ends: it changes sign with the position of the leads, shrinks about eightfold each time they are moved twice as far out, and falls below 10⁻⁵ when the field ends gradually. For an unbounded uniform field the problem, written in k, is the Landau–Zener problem, whose exact result is T = exp(−S).

Doubling the gap in the same wave equation gives a gap power of 1.500 at fixed mass and 2.000 at fixed velocity. Doubling the field gives a field power of −1.000. These agree with (a) and (b).

**Electrons with transverse motion**

Suppose the electron also has a transverse wave number q, and that the two-band model is isotropic in the sense that H gains a term ħvqσy. The new matrix anticommutes with the other two, so

ε² = (Eg/2)² + (ħvq)² + (ħvk)².

Transverse motion acts as a larger gap at fixed v. Replacing (Eg/2)² in S = π(Eg/2)²/(ħv eF) gives

S(q) = S + πħv q²/(eF).

The probability falls by a factor 1/e relative to q = 0 when

q = √(eF/(πħv)) = √(0.0200/(π × 0.761)) nm⁻¹ = 0.091 nm⁻¹.

The wave equation with this q gives a rise of 1.000 in −ln T. The corresponding energy above the conduction edge is

√((Eg/2)² + (ħvq)²) − Eg/2 = 13 meV.

Tunnelling thus favours electrons with a small transverse wave number. A current calculation must sum over q, and multiplying exp(−S) by the number of all available transverse states would overcount.

**The model beside an InAs diode**

InAs suits a two-band treatment because its direct gap is small and its electron and light-hole masses are similar. The heavy-hole band is left out; it is assumed to decouple at q = 0, and this cannot be relied on at finite q. The other omissions can be sized for the same numbers, with eF = 0.0200 eV/nm unless stated.

*Remote bands.* The split-off valence band lies roughly D = 0.39 eV below the valence edge. In a three-band model the conduction state couples to the light-hole state with weight 2/3 and to the split-off state with weight 1/3. With E measured from the conduction edge and P the common coupling constant,

E = P²k² [2/(3(E + Eg)) + 1/(3(E + Eg + D))].

With P chosen to keep the conduction mass at 0.023 m₀, S rises by 4 per cent, to 6.57. The reason can be read from the equation. Multiply the bracket by E + Eg to obtain the effective coupling,

P² [2/3 + (E + Eg)/(3(E + Eg + D))].

It equals the two-band value at E = 0 and decreases below that edge, so κ is larger throughout the gap. Separately, adding the free-electron kinetic energy to both bands of the two-band model, again at fixed conduction mass, raises S by about 1 per cent. Bands still further away act in the opposite direction. With rough InAs values for their diagonal terms, −4.8, −2.6 and −2.8 times ħ²k²/(2m₀) in the conduction, light-hole and split-off states, the three-band S at fixed conduction mass returns to about 6.31. The net correction is thus a few per cent at most, and its sign is not fixed by these estimates.

*Temperature.* On cooling, the gap grows to roughly 0.42 eV. At unchanged v the exponent rises by a factor (0.42/0.35)² = 1.44, to 9.1, and T falls by a factor of about 16. Unchanged v implies a cold mass of 0.028 m₀, somewhat above the values of 0.023 to 0.026 m₀ usually quoted; with those masses S lies between 8.3 and 8.8 and T falls by a factor of 7 to 12. Of the changes sized here this is the largest, and it shows why a gap must be quoted with its temperature.

*The field.* Real junctions break the assumption of a uniform field. A background doping of 10¹⁶ cm⁻³, with a relative permittivity of roughly 15, makes the field fall by about 1 per cent across the barrier. If the field at the valence turning point is kept at 0.2 MV/cm, S rises by 0.5 per cent. An error in the field itself matters more: a field 10 per cent lower gives S = 7.0 and halves T.

*Nearby contacts.* A field layer 30 nm long drops 0.60 eV, so its ends lie only 0.125 eV beyond the band edges for an electron at the middle of the energy window. Direct matching to flat leads gives T = 1.66×10⁻³, which is 8 per cent below exp(−S). The change comes from waves reflected at the abrupt ends, and its sign and size depend on the layer length and the energy: T/exp(−S) is 1.76 at 22 nm, 0.89 at 32 nm and 1.06 at 40 nm, and in the 30 nm layer it is 1.39 for an electron 0.1 eV away from the middle of the window. With contact doping of 5×10¹⁷ cm⁻³, the zero-temperature estimate of the Fermi energy is 0.081 eV above the conduction edge. The electron arrives above it, where most states are empty. The flat leads are an idealization, however. At this doping, a field of 0.2 MV/cm needs about 33 nm of depleted contact on each side to fall to zero. The field then ends gradually, and the 8 per cent change found for abrupt ends should not be carried over to such a diode; with the field falling linearly to zero over 33 nm on each side, T stays within about 1 per cent of exp(−S) for energies up to 0.1 eV from the middle of the window.

*Competing processes.* At 300 K the factor exp(−Eg/kT) is 1.3×10⁻⁶, far below T at 0.2 MV/cm but comparable with T = 3.3×10⁻⁶ at 0.1 MV/cm. A Boltzmann factor is not a rate, however, and the comparison must be made on rates. Summing the tunnelling flux over spin and over q in both transverse directions gives a generation rate per volume of 2(eF/h) · eF/(4π²ħv) · exp(−S), about 10²⁸ cm⁻³ s⁻¹ at 0.2 MV/cm and 5×10²⁴ cm⁻³ s⁻¹ at 0.1 MV/cm. Thermal generation through defect levels near midgap proceeds at about nᵢ/(2τ), with an intrinsic density nᵢ of roughly 10¹⁵ cm⁻³. It would match these rates only for a lifetime τ near 0.04 ps and 0.1 ns respectively. It is therefore negligible at 0.2 MV/cm, and can matter at 0.1 MV/cm only for short lifetimes or a depleted region much thicker than the tunnelling region. Radiative generation across the gap, with a rough coefficient of 10⁻¹⁰ cm³/s, is about 10⁻⁵ of the tunnelling rate even at the lower field. Diffusion current from the contacts has not been sized. Impact ionization needs a carrier energy of at least Eg. A carrier produced by tunnelling can gain this only if the total potential drop is at least 2Eg = 0.70 eV, which takes 35 nm of uniform field. The 30 nm layer alone drops 0.60 eV, but depleted contacts with the doping above add roughly 0.3 eV each, so the process cannot be excluded.

*Scattering.* A rough mobility of 3×10⁴ cm²/Vs corresponds to a scattering time near 390 fs, while w/v is 15 fs. This favours coherent crossing, but only as an indication: mobility describes electrons in the band, and w/v is a time scale, not a measured duration of tunnelling. Tunnelling through defect states, or with the help of phonons, is outside the model and has not been sized. Such paths can add current that exp(−S) does not contain.

The remaining numerical values are listed in the output below.

Values computed for the example and the checks

```
Gap (rough, InAs, 300 K): 0.35 eV
Edge mass (rough): 0.023 free-electron masses
Field: 0.20 MV/cm
Energy slope eF: 0.0200 eV/nm
hbar^2/(2 m0): 0.03810 eV nm^2
hbar v: 0.7614 eV nm
Interband velocity v: 1.157e+06 m/s
Peak kappa at midgap: 0.2298 1/nm
Barrier width Eg/(eF): 17.50 nm
Exponent S, closed formula: 6.3178
Exponent S, integrated complex band: 6.3178
Exponent -ln T, wave equation: 6.3175
Probability exp(-S): 1.804e-03
F=0.1 MV/cm: S=12.6356, exp(-S)=3.2542e-06, wave-equation T=3.2544e-06
F=0.2 MV/cm: S=6.3178, exp(-S)=1.8039e-03, wave-equation T=1.8044e-03
F=0.4 MV/cm: S=3.1589, exp(-S)=4.2473e-02, wave-equation T=4.2451e-02
Gap power at fixed mass, wave equation: 1.5000
Gap power at fixed velocity: 2.0001
Field power, wave equation: -0.9997
S, single parabola: 10.7254, ratio 1.6977
S, joined parabolas: 7.5840, ratio 1.2004
Transverse wave number adding 1 to S: 0.0914 1/nm
Rise of -ln T there, wave eq.: 1.0003
Its transverse energy: 13.34 meV
Field layer: 30 nm, drop 0.60 eV
T of this layer with near leads: 1.661e-03
T of layer / exp(-S): 0.920
Split-off energy (rough): 0.39 eV
S with split-off band: 6.5682 (+3.96 %)
S with free-electron term: 6.3917 (+1.17 %)
Low-temperature gap (rough): 0.42 eV
S with that gap, same v: 9.0976 (+44.0 %)
Background doping: 1e+16 cm^-3
Relative permittivity (rough): 15
S with falling field: 6.3515 (+0.53 %)
Contact doping: 5e+17 cm^-3
Contact Fermi energy above edge: 0.081 eV
Carrier entry energy above edge: 0.125 eV
exp(-Eg/kT) at 300 K: 1.32e-06
Mobility (rough): 3e+04 cm2/Vs
Scattering time from mobility: 392 fs
Barrier width / v: 15.1 fs
Least layer for impact ionization: 35.0 nm
```
